\section*{Critical angle of silicon for Cu K-alpha X-rays}

\section*{Problem}

A beam of Cu K$\alpha$ X-rays meets a flat silicon wafer at a small angle $\theta$, measured from the surface. Below a certain critical angle $\theta_c$ the wafer reflects most of the beam, and beyond it the reflected intensity drops quickly. Because the position of this edge depends on the electron density, X-ray reflectivity can be used to measure the density of a surface or a film.

Silicon has an electron density $\rho=0.70$ electrons per cubic angstrom, all electrons counted. The wavelength of the K$\alpha_1$ line is $\lambda=1.5406$ angstrom.

\begin{enumerate}
\item Estimate $\theta_c$ by scaling.
\item Derive $\theta_c$ for free electrons filling a half-space uniformly, without absorption, and find its value.
\item Compare the two, and decide how many digits hold for a real wafer.
\end{enumerate}

\section*{Estimate by scaling}

A free electron scatters X-rays with an amplitude set by one length, the classical electron radius $r_e=2.8179\times10^{-5}$ angstrom. In the forward direction the waves from all electrons add in phase, so the departure of the refractive index from one, called $\delta$ in magnitude, is proportional to $r_e\rho$ as long as it is small. The product $r_e\rho$ has the dimension of an inverse length squared. The remaining length is the wavelength, and a dimensionless result requires
\begin{equation}
\delta\sim r_e\rho\lambda^2 .
\end{equation}

Let $k=2\pi/\lambda$ be the wavenumber in vacuum. The medium changes the squared wavenumber by an amount of order $k^2\delta$. The surface is uniform along its own plane, so this change falls entirely on the component normal to the surface, whose square in vacuum is about $k^2\theta^2$. The medium can stop the normal motion of the wave when the two are comparable:
\begin{equation}
\theta_c\sim\sqrt{\delta}\sim\lambda\sqrt{r_e\rho}.
\end{equation}
With the given numbers,
\begin{equation}
\theta_c\sim1.5406\sqrt{2.8179\times10^{-5}\times0.70}
\approx6.8\times10^{-3}\ \text{rad},
\end{equation}
or about $0.39$ degree. Scaling cannot supply the numerical factor, nor the sign of the index change. The sign matters: total reflection from the vacuum side needs an index below one.

\section*{Exact solution of the model}

\subsection*{Response of one electron}

The algebra uses atomic units with Gaussian electromagnetism: the electron mass, the elementary charge and $\hbar$ are one, and $c\approx137$. The electron has charge $-1$. Let the electric field at its position be $E\cos\omega t$ and let $u$ be its displacement along the field. The magnetic force is smaller by the ratio of the electron's speed to $c$ and is dropped. Newton's equation is
\begin{equation}
\ddot u=-E\cos\omega t .
\end{equation}
Two integrations give
\begin{align}
\dot u&=-\frac{E}{\omega}\sin\omega t+v_0,\\
u&=\frac{E}{\omega^2}\cos\omega t+v_0t+u_0 .
\end{align}
The constants $v_0$ and $u_0$ are set by how the motion starts and add only a steady drift and a fixed offset; the part oscillating at $\omega$ is the first term. The force on the electron is opposite to the field, but a free particle driven periodically is displaced opposite to the force. The displacement is therefore along the field, and the dipole moment, $-u$, is against it. This is the origin of an index below one.

\subsection*{Refractive index}

With $\rho$ electrons per unit volume the polarization is
\begin{equation}
P=-\rho u=-\frac{\rho}{\omega^2}E\cos\omega t .
\end{equation}
The dielectric constant $\varepsilon$ is defined by $E+4\pi P=\varepsilon E$, with $E$ and $P$ now standing for amplitudes. Since the medium is non-magnetic, $n^2=\varepsilon$, and
\begin{equation}
n^2=1-\frac{4\pi\rho}{\omega^2}
=1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=4\pi\rho .
\label{eq:index}
\end{equation}
Here $\omega_p$ is the plasma frequency of all the electrons.

The wavelength is shorter than the lattice parameter of silicon, 5.43 angstrom, so a uniform medium needs a justification. Reflection changes the wavevector by $2k\sin\theta$, along the normal. The corresponding length, $2\pi/(2k\sin\theta)=\lambda/(2\sin\theta)$, will turn out to be about 200 angstrom at the critical angle. The reflected wave then senses the density averaged over many atomic layers. The argument assumes that the crystal is not also set to a Bragg reflection.

\subsection*{The wave inside silicon}

Let the surface be $z=0$, with silicon at $z>0$, and let $x$ run along the surface in the plane of incidence. Take first the electric field perpendicular to that plane:
\begin{equation}
E_y=\psi(z)\,e^{i(kx\cos\theta-\omega t)} .
\end{equation}
The factor in $x$ is the same on both sides, because the fields must match at every point of the surface. In silicon the wave equation $\nabla^2E_y+n^2k^2E_y=0$ becomes
\begin{equation}
\psi''+k_z^2\psi=0,\qquad k_z^2=k^2(n^2-\cos^2\theta).
\end{equation}
Inserting equation (\ref{eq:index}) and $1-\cos^2\theta=\sin^2\theta$,
\begin{equation}
k_z^2=k^2\left(\sin^2\theta-\frac{\omega_p^2}{\omega^2}\right).
\label{eq:kz}
\end{equation}
If the bracket is positive, a wave travels into the solid. If it is negative, $k_z=i\kappa$ with
\begin{equation}
\kappa=k\sqrt{\frac{\omega_p^2}{\omega^2}-\sin^2\theta},
\label{eq:kappa}
\end{equation}
and the solution that stays finite in a half-space is $\psi\propto e^{-\kappa z}$.

To see that this means total reflection, write the vacuum field as $e^{iqz}+re^{-iqz}$, with $q=k\sin\theta$, and the field in silicon as $te^{-\kappa z}$. The tangential electric and magnetic fields are continuous, hence so are $\psi$ and $\psi'$:
\begin{align}
1+r&=t,\\
iq(1-r)&=-\kappa t .
\end{align}
Eliminating $t$ gives $iq+\kappa=r(iq-\kappa)$, so
\begin{equation}
r=\frac{iq+\kappa}{iq-\kappa},\qquad
|r|^2=\frac{q^2+\kappa^2}{q^2+\kappa^2}=1 .
\end{equation}
For a travelling wave, $-\kappa$ is replaced by $ik_z$ and
\begin{equation}
r=\frac{q-k_z}{q+k_z},
\label{eq:fresnel}
\end{equation}
which is smaller than one in magnitude for real, positive $k_z$. For the other polarization the magnetic field takes the place of $\psi$, and $\psi'/\varepsilon$ is continuous instead of $\psi'$. This replaces $\kappa$ by the real number $\kappa/\varepsilon$, so that $|r|=1$ again holds below the same angle.

The boundary between the two regimes is $k_z=0$:
\begin{equation}
\boxed{\ \sin\theta_c=\frac{\omega_p}{\omega}\ }
\label{eq:main}
\end{equation}
Within this model no small-angle approximation has been made.

\subsection*{Laboratory form}

Equation (\ref{eq:main}) can be written with the wavelength. Since $\omega=2\pi c/\lambda$,
\begin{equation}
\sin^2\theta_c=\frac{4\pi\rho\lambda^2}{4\pi^2c^2}
=\frac{\rho\lambda^2}{\pi c^2}.
\end{equation}
The classical electron radius, charge squared over mass times $c^2$, is $r_e=1/c^2$ in atomic units. Therefore
\begin{equation}
\sin\theta_c=\lambda\sqrt{\frac{r_e\rho}{\pi}} ,
\label{eq:lab}
\end{equation}
where any one unit of length may be used throughout. Writing $n=1-\delta$ and dropping $\delta^2$ in $n^2=1-2\delta+\delta^2$ gives
\begin{equation}
\delta\approx\frac{\omega_p^2}{2\omega^2}
=\frac{r_e\rho\lambda^2}{2\pi},\qquad
\theta_c\approx\sqrt{2\delta}.
\end{equation}
The right-hand expression equals $\sin\theta_c\approx\theta_c-\theta_c^3/6$, so it is too small by a fraction $\theta_c^2/6$.

\subsection*{Numbers}

One bohr is $0.529177$ angstrom, so the density in atomic units is
\begin{equation}
\rho=0.70\times(0.529177)^3=0.1037 .
\end{equation}
The plasma energy, with one hartree equal to $27.2114$ eV, is
\begin{equation}
\hbar\omega_p=27.2114\sqrt{4\pi\times0.10373}\ \text{eV}
\approx31.07\ \text{eV}.
\end{equation}
The photon energy is $8047.8$ eV. Hence
\begin{equation}
\sin\theta_c=\frac{31.07}{8047.8}\approx3.86\times10^{-3},
\end{equation}
and
\begin{equation}
\theta_c\approx3.86\times10^{-3}\ \text{rad}\approx0.22\ \text{degree}.
\end{equation}
To four digits the model gives $0.2212$ degree; the extra digits serve below to compare small corrections. The index differs from one by $\delta=7.45\times10^{-6}$, and the small-angle formula is low by a fraction $2.5\times10^{-6}$, which is of no consequence here.

\subsection*{A check through the decay of the wave}

The angle can also be found by extrapolating decay rates computed at two smaller angles. The wave equation was integrated numerically through silicon slabs 900 and 1200 angstrom thick, with vacuum on both sides. The growth of the incident amplitude needed for a fixed transmitted wave gives the decay rate: $\kappa_a=0.01468$ per angstrom at $\theta_a=0.08$ degree and $\kappa_b=0.01087$ per angstrom at $\theta_b=0.16$ degree. By equation (\ref{eq:kappa}), $\kappa^2$ falls linearly with $\sin^2\theta$. The line through the two points reaches zero at
\begin{equation}
\sin^2\theta_c=\sin^2\theta_a+
\frac{\kappa_a^2\,(\sin^2\theta_b-\sin^2\theta_a)}
{\kappa_a^2-\kappa_b^2},
\end{equation}
which, with the unrounded rates, gives $0.2212$ degree.

The rates also tell how deep the beam looks. The intensity falls as $e^{-2\kappa z}$, so its depth $1/(2\kappa)$ is about 34 angstrom at $0.08$ degree and 46 angstrom at $0.16$ degree. In this lossless model it grows without limit as $\theta_c$ is approached from below. A film can therefore show its own critical angle clearly only if it is thick compared with such depths.

The lossless slab of 900 angstrom transmits a fraction $1.3\times10^{-8}$ of the intensity at $0.16$ degree, but $0.85$ at $0.26$ degree. The sharp change lies between these angles, as it should. Above $\theta_c$ each face still reflects part of the wave, and the two reflections interfere, so the transmitted fraction varies with the angle and, without absorption, reaches one at some angles. In real silicon the grazing path through the slab is long enough for absorption to matter: with the value of $\beta$ found below, the fraction at $0.26$ degree drops to about $0.48$.

\section*{Comparison of estimate and solution}

The estimate was $0.39$ degree and the solution is $0.22$ degree. Equation (\ref{eq:lab}) shows that their ratio is $\sqrt\pi\approx1.77$, apart from the negligible difference between the angle and its sine. Two factors make it up. The true $\delta$ is smaller than $r_e\rho\lambda^2$ by $2\pi$, which lowers the angle by $\sqrt{2\pi}$. The true condition is $\theta_c=\sqrt{2\delta}$ rather than $\sqrt\delta$, which raises it by $\sqrt2$.

Scaling does give the correct dependences: at small angles $\theta_c$ is proportional to the wavelength and to the square root of the density. From $\rho\propto\theta_c^2$ at fixed wavelength,
\begin{equation}
\frac{\Delta\rho}{\rho}\approx2\,\frac{\Delta\theta_c}{\theta_c},
\label{eq:error}
\end{equation}
so a relative error of the angle counts twice in the density.

\section*{Which electrons count}

Silicon has 14 electrons per atom, of which four are valence electrons. Using those four alone would lower the plasma energy to $16.61$ eV and the angle to $0.12$ degree, smaller by $\sqrt{4/14}$. This is wrong for X-rays, because the photon energy also far exceeds the binding energies of most inner electrons.

The effect of binding can be seen by adding a restoring force with frequency $\omega_0$:
\begin{equation}
\ddot u+\omega_0^2u=-E\cos\omega t .
\end{equation}
Inserting $u=A\cos\omega t$ gives $A(\omega_0^2-\omega^2)=-E$, hence
\begin{equation}
A=\frac{E}{\omega^2}\,\frac{1}{1-\omega_0^2/\omega^2}.
\end{equation}
For $\omega_0<\omega$ binding increases the response. At $\omega_0/\omega=1/4$ the increase is $6.7$ percent. The innermost shell of silicon, with an edge at roughly 1840 eV, has a ratio of $0.23$, and it holds two of the 14 electrons. The free-electron value of $\theta_c$ should therefore be slightly low. The formula also shows where the model fails: near $\omega_0=\omega$ the response is no longer that of a free electron, so equation (\ref{eq:main}) should not be used close to an absorption edge.

\section*{Absorption rounds the edge}

Let the index be $n=1-\delta+i\beta$. The amplitude of a wave travelling a distance $s$ in the solid falls as $e^{-\beta ks}$ and its intensity as $e^{-2\beta ks}$. Setting this equal to $e^{-s/L}$, where $L$ is the attenuation length, gives
\begin{equation}
\beta=\frac{1}{2kL}=\frac{\lambda}{4\pi L}.
\end{equation}
For silicon at this wavelength $L$ is roughly $7\times10^5$ angstrom, so $\beta\approx1.75\times10^{-7}$.

To first order in $\delta$ and $\beta$, $n^2=1-2\delta+2i\beta$. At $\theta_c$, now defined by the real part as $\sin^2\theta_c=2\delta$, the real terms in $k_z^2$ cancel and $k_z^2=2i\beta k^2$. Dividing by $q^2=2\delta k^2$ and taking the root that decays inward,
\begin{equation}
w=\frac{k_z}{q}=\sqrt{\frac{\beta}{\delta}}\;e^{i\pi/4}
\approx0.108\,(1+i).
\end{equation}
Equation (\ref{eq:fresnel}) then gives the reflectivity
\begin{equation}
R(\theta_c)=\left|\frac{1-w}{1+w}\right|^2
\approx\frac{0.892^2+0.108^2}{1.108^2+0.108^2}
\approx0.65 .
\end{equation}
Absorption replaces the sharp corner by a shoulder, and at the critical angle about a third of the intensity is already missing.

The angle of half reflectivity is easy to read from a curve, but it is a different angle. Without absorption, $R=1/2$ requires $(1-w)/(1+w)=1/\sqrt2$ with real $w$, so
\begin{equation}
w=\frac{\sqrt2-1}{\sqrt2+1}=(\sqrt2-1)^2\approx0.172 .
\end{equation}
Equation (\ref{eq:kz}) gives $w^2=1-\sin^2\theta_c/\sin^2\theta$, and therefore
\begin{equation}
\sin\theta_{1/2}=\frac{\sin\theta_c}{\sqrt{1-w^2}}
\approx1.015\,\sin\theta_c ,
\end{equation}
or $0.2245$ degree. With the absorption above, the numerical value is $0.2240$ degree. Taking this for $\theta_c$ would give a density of $0.718$ instead of $0.70$ electrons per cubic angstrom, an error of $2.6$ percent within the free-electron model. On a real wafer the binding correction sized below adds to this: the half-reflectivity angle is then about $0.226$ degree, and inserting it into equation (\ref{eq:lab}) overstates the density by about $4.4$ percent.

\section*{The real wafer}

The given density agrees with that of the crystal. Eight atoms in a cubic cell of edge $5.4310$ angstrom give
\begin{equation}
\rho=\frac{8\times14}{5.4310^3}
\approx0.699\ \text{electrons per cubic angstrom},
\end{equation}
which changes the angle by only about $10^{-4}$ degree. Among the corrections to $\theta_c$ sized here, binding is the largest. It acts as roughly $0.25$ extra electron per atom, a typical value taken here as an input, and raises $\theta_c$ from $0.2212$ to $0.2232$ degree, by $0.9$ percent. The formula with a single $\omega_0$, placed at the edge for the two innermost electrons, would give only about $0.11$ electron. It leaves out the spread of that shell's absorption to frequencies above its edge, as well as the smaller contribution of the other shells. Using a mean K$\alpha$ wavelength of roughly $1.5418$ angstrom instead of the K$\alpha_1$ line gives $0.2214$ degree. A native oxide, taken as 20 angstrom thick with $0.66$ electrons per cubic angstrom and no absorption of its own, moves the half-reflectivity angle by about $3\times10^{-4}$ degree; the shift depends on this neglect and falls to about $10^{-4}$ degree if the oxide has half the $\beta$ of silicon. Surface roughness has not been included. The answer $0.22$ degree survives each of these corrections; a third digit requires at least the binding correction.

Alignment can matter more than the material. If the zero of the angle scale were off by $0.01$ degree, equation (\ref{eq:error}) would give a density error of $2\times0.01/0.2212$, or 9 percent. A symmetric beam divergence of the same size does less harm, because it spreads the angle to both sides and mainly rounds the edge. It can be included when the whole curve is fitted. The grazing geometry also spreads the beam: a height of $0.1$ mm covers $0.1/\sin\theta_c\approx26$ mm of the surface at the critical angle. A shorter sample intercepts only part of such a beam, and for a uniform beam that part grows as $\sin\theta$. The measured plateau then slopes upward even where the reflectivity itself is nearly constant, and this must be corrected before the edge is read. The values used here are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
electron density, given: 0.70 electrons/angstrom^3
wavelength, Cu K-alpha1: 1.5406 angstrom
Bohr radius: 0.529177 angstrom
Hartree energy: 27.2114 eV
classical electron radius: 2.8179e-05 angstrom
density in atomic units: 0.10373 per bohr^3
photon energy: 8047.8 eV
plasma energy, all electrons: 31.07 eV
plasma energy / photon energy: 3.8604e-03
delta: 7.451e-06
CRITICAL ANGLE: 0.2212 degree
critical angle in radians: 3.8604e-03 rad
relative small-angle error: -2.5e-06
-- tests --
free response, integrated: 1.000000 E/omega^2
response, binding ratio 1/4: 1.066667 E/omega^2
decay rate at 0.08 degree: 0.01468 1/angstrom
decay rate at 0.16 degree: 0.01087 1/angstrom
critical angle from wave equation: 0.2212 degree
900 angstrom slab, transmission at 0.16 deg: 1.3e-08
900 angstrom slab, transmission at 0.26 deg: 0.846
-- density and neglected effects (rough inputs) --
silicon lattice parameter: 5.4310 angstrom
density from lattice: 0.6992 electrons/angstrom^3
critical angle, lattice density: 0.2211 degree
plasma energy, valence only: 16.61 eV
wrong angle, valence only: 0.1182 degree
rough K edge: 1840 eV
K edge / photon energy: 0.23
rough dispersion correction: 0.25 electrons/atom
critical angle with dispersion: 0.2232 degree
rough mean K-alpha wavelength: 1.5418 angstrom
critical angle, mean wavelength: 0.2214 degree
rough attenuation length: 7e+05 angstrom
beta: 1.75e-07
reflectivity at critical angle, absorbing: 0.65
half-reflectivity angle, no absorption: 0.2245 degree
half-reflectivity angle, absorbing: 0.2240 degree
density if that is read as critical: 0.718 electrons/angstrom^3
rough oxide thickness: 20 angstrom
rough oxide density: 0.66 electrons/angstrom^3
half-angle shift by oxide: 2.7e-04 degree
d ln(angle) / d ln(density): 0.500
rough beam divergence: 0.01 degree
density error for that angle error: 9 percent
rough beam height: 0.1 mm
footprint at critical angle: 26 mm
\end{verbatim}
